# Where a rigid rotor's missing third of oscillator strength goes: test program

```python
# Result under test: the oscillator-strength sum
#   S_z = (2 m / hbar^2) * sum_n (E_n - E_i) |<n|z|i>|^2
# is 1 for a particle free to move in three dimensions, but <sin^2 theta>
# for a particle fixed to a sphere of radius R (2/3 for J = 0).
# In a stiff harmonic shell V = m w^2 (r-R)^2 / 2 the missing 1/3 is found
# in radial excitations. Stiffness parameter: eps = hbar / (m w R^2).
import numpy as np
import sympy as sp
from math import factorial, pi
from scipy.special import lpmv
from scipy.constants import hbar, m_e, e, h, c

# --- Double commutator, split into radial and angular kinetic energy ---
r, th, ph, hb, ms = sp.symbols("r theta phi hbar m", positive=True)
psi = sp.Function("psi")(r, th, ph)
z_sym = r * sp.cos(th)


def kinetic_radial(g):
    return -hb**2 / (2 * ms) * sp.diff(r**2 * sp.diff(g, r), r) / r**2


def kinetic_angular(g):
    polar = sp.diff(sp.sin(th) * sp.diff(g, th), th) / sp.sin(th)
    azimuthal = sp.diff(g, ph, 2) / sp.sin(th)**2
    return -hb**2 / (2 * ms * r**2) * (polar + azimuthal)


def double_commutator(op):
    return (2 * z_sym * op(z_sym * psi) - z_sym**2 * op(psi)
            - op(z_sym**2 * psi))


unit = hb**2 / ms * psi
rad = double_commutator(kinetic_radial)
ang = double_commutator(kinetic_angular)
assert sp.simplify(sp.expand(rad.doit() - unit * sp.cos(th)**2)) == 0
assert sp.simplify(sp.expand(ang.doit() - unit * sp.sin(th)**2)) == 0

# --- Rigid rotor: explicit sums over states, matrix elements by quadrature ---
R = 0.5e-9
energy_unit = hbar**2 / (m_e * R**2)
nodes, weights = np.polynomial.legendre.leggauss(12)
phi = 2 * pi * np.arange(16) / 16
X, PHI = np.meshgrid(nodes, phi, indexing="ij")
W = np.repeat(weights[:, None], 16, axis=1) * 2 * pi / 16
states = [(J, M) for J in range(4) for M in range(-J, J + 1)]


def harmonic(J, M):
    a = abs(M)
    norm = np.sqrt((2*J + 1) / (4*pi) * factorial(J - a) / factorial(J + a))
    return norm * lpmv(a, J, X) * np.exp(1j * M * PHI)


Y = np.array([harmonic(J, M).ravel() for J, M in states])
w = W.ravel()
assert np.allclose((Y.conj() * w) @ Y.T, np.eye(len(states)), atol=1e-12)
sin_theta = np.sqrt(1 - X**2)
axes = {"x": R * sin_theta * np.cos(PHI),
        "y": R * sin_theta * np.sin(PHI),
        "z": R * X}
E_rot = np.array([hbar**2 * J * (J + 1) / (2 * m_e * R**2)
                  for J, M in states])
strength = {}
element = {}
for name, coord in axes.items():
    element[name] = (Y.conj() * (w * coord.ravel())) @ Y.T
    gaps = E_rot[:, None] - E_rot[None, :]
    strength[name] = 2 * m_e / hbar**2 * gaps * abs(element[name])**2

# States up to J = 2 couple only to J <= 3, so their sums are complete.
sums = {}
for i, (J, M) in enumerate(states):
    if J > 2:
        continue
    S = [strength[k][:, i].sum() for k in "xyz"]
    sums[J, M] = S
    closed = 2 * (J*J + J - 1 + M*M) / ((2*J - 1) * (2*J + 3))
    sin2 = np.sum(w * abs(Y[i])**2 * (1 - X.ravel()**2))
    assert abs(S[2] - closed) < 1e-11
    assert abs(S[2] - sin2) < 1e-11
    assert abs(sum(S) - 2) < 1e-11
averages = {J: np.mean([sums[J, M][2] for M in range(-J, J + 1)])
            for J in range(3)}
assert all(abs(v - 2/3) < 1e-11 for v in averages.values())

i0, i1 = states.index((0, 0)), states.index((1, 0))
f_line = strength["z"][i1, i0]
assert abs(f_line - sums[0, 0][2]) < 1e-11
gap = E_rot[i1] - E_rot[i0]

print("Electron on a sphere")
print(f"radius R = {R*1e9:.3f} nm")
print(f"gap J=0 to J=1 = {gap/e:.4f} eV")
print(f"wavelength = {h*c/gap*1e6:.3f} micrometre")
print(f"|<1,0|z|0,0>| = {abs(element['z'][i1, i0])*1e9:.4f} nm")
print(f"oscillator strength of this line = {f_line:.6f}")
print("Rigid-rotor sums (dimensionless)")
for (J, M), S in sums.items():
    if M >= 0:
        print(f"J={J} M={M}: S_x={S[0]:.4f} S_y={S[1]:.4f} "
              f"S_z={S[2]:.4f} total={sum(S):.4f}")
for J, v in averages.items():
    print(f"M-average of S_z for J={J}: {v:.6f}")


# --- Stiff shell: radial problem on a sinc grid, units hbar = m = R = 1 ---
def shell(eps):
    width = np.sqrt(eps)
    grid = np.linspace(1 - 6.5 * width, 1 + 6.5 * width, 121)
    step = grid[1] - grid[0]
    d = np.subtract.outer(np.arange(121), np.arange(121))
    safe = np.where(d == 0, 1, d)
    T = np.where(d == 0, pi**2 / 3, 2.0 / safe**2) * (-1.0)**abs(d)
    T = T / (2 * step**2)
    V = 0.5 * ((grid - 1) / eps)**2
    E0, U0 = np.linalg.eigh(T + np.diag(V))
    E1, U1 = np.linalg.eigh(T + np.diag(V + 1 / grid**2))
    gaps = E1 - E0[0]
    f = 2 / 3 * gaps * (U1.T @ (grid * U0[:, 0]))**2
    return gaps, f


print("Stiff shell, ground state, z polarisation")
rot_error, vib_error = [], []
for eps in (0.02, 0.01, 0.005):
    gaps, f = shell(eps)
    assert abs(f.sum() - 1) < 1e-7
    rot_error.append(f[0] - (2/3 + eps))
    vib_error.append(f[1] - (1/3 - eps))
    print(f"eps={eps:.3f}: hbar*w = {energy_unit/eps/e:.3f} eV")
    print(f"  rotational line: {gaps[0]*energy_unit/e:.4f} eV, "
          f"f = {f[0]:.6f}, 2/3+eps = {2/3+eps:.6f}")
    print(f"  radial line: {gaps[1]*energy_unit/e:.3f} eV, "
          f"f = {f[1]:.6f}, 1/3-eps = {1/3-eps:.6f}")
    print(f"  all other lines: f = {f[2:].sum():.2e}; "
          f"total = {f.sum():.6f}")

# Errors of the first-order laws must fall as eps^2: about 4 per halving.
for label, err in (("rotational", rot_error), ("radial", vib_error)):
    ratios = [err[k] / err[k + 1] for k in range(2)]
    print(f"{label} error ratios on halving eps: "
          f"{ratios[0]:.3f}, {ratios[1]:.3f}")
    assert all(3.3 < q < 4.9 for q in ratios)

print("checks complete")
```

Printed output:

```
Electron on a sphere
radius R = 0.500 nm
gap J=0 to J=1 = 0.3048 eV
wavelength = 4.068 micrometre
|<1,0|z|0,0>| = 0.2887 nm
oscillator strength of this line = 0.666667
Rigid-rotor sums (dimensionless)
J=0 M=0: S_x=0.6667 S_y=0.6667 S_z=0.6667 total=2.0000
J=1 M=0: S_x=0.8000 S_y=0.8000 S_z=0.4000 total=2.0000
J=1 M=1: S_x=0.6000 S_y=0.6000 S_z=0.8000 total=2.0000
J=2 M=0: S_x=0.7619 S_y=0.7619 S_z=0.4762 total=2.0000
J=2 M=1: S_x=0.7143 S_y=0.7143 S_z=0.5714 total=2.0000
J=2 M=2: S_x=0.5714 S_y=0.5714 S_z=0.8571 total=2.0000
M-average of S_z for J=0: 0.666667
M-average of S_z for J=1: 0.666667
M-average of S_z for J=2: 0.666667
Stiff shell, ground state, z polarisation
eps=0.020: hbar*w = 15.240 eV
  rotational line: 0.3142 eV, f = 0.687697, 2/3+eps = 0.686667
  radial line: 15.574 eV, f = 0.312301, 1/3-eps = 0.313333
  all other lines: f = 1.66e-06; total = 1.000000
eps=0.010: hbar*w = 30.480 eV
  rotational line: 0.3094 eV, f = 0.676921, 2/3+eps = 0.676667
  radial line: 30.799 eV, f = 0.323079, 1/3-eps = 0.323333
  all other lines: f = 1.86e-07; total = 1.000000
eps=0.005: hbar*w = 60.960 eV
  rotational line: 0.3071 eV, f = 0.671730, 2/3+eps = 0.671667
  radial line: 61.271 eV, f = 0.328270, 1/3-eps = 0.328333
  all other lines: f = 2.20e-08; total = 1.000000
rotational error ratios on halving eps: 4.058, 4.030
radial error ratios on halving eps: 4.062, 4.032
checks complete
```
